\section*{How interface specularity controls in-plane heat conduction in superlattices, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the Boltzmann equation to a single channel}

\textbf{Q.} Heat flows parallel to the layers of a superlattice. No heat crosses the interfaces on balance, and there is no temperature drop across them. Why should it matter whether they are smooth or rough?

\textbf{A.} The vanishing normal heat flow is a sum over phonons travelling in many directions. A zero sum does not say that each phonon is left undisturbed. We have to find the phonon distribution itself and see what the interface does to it.

Let the layers be stacked along $z$, with the temperature gradient along $x$. Layers of material 1, of thickness $d_1$, alternate with layers of material 2, of thickness $d_2$, and the period is $L=d_1+d_2$. In material $i$ the phonons have the isotropic dispersion $\omega=s_i|\mathbf k|$ with speed $s_i$. They relax towards local equilibrium in a time $\tau_i$ that does not depend on frequency, so the mean free path is $\Lambda_i=s_i\tau_i$. This relaxation is taken to be fully resistive: it destroys heat current.

\textbf{Q.} And the phonons are particles? A superlattice is periodic, and waves in a periodic medium form minibands.

\textbf{A.} Here they are particles, and that is a restriction. Waves enter only in the reflection and transmission probability of a single interface. After that, intensities are added and phases are dropped. This is justified when phase memory is lost between successive interfaces. If it survives, the dispersion itself changes and the equations below do not apply.

\textbf{Q.} Write the equation, then.

\textbf{A.} Let $f$ be the occupation of a phonon mode, $f_0(\omega,T)$ the Bose function and $f_T=\partial f_0/\partial T$. In the steady state
\begin{equation}
\mathbf v\cdot\nabla f=-\frac{f-f_0(\omega,T)}{\tau_i}.
\end{equation}
Take $T(x)=T_0+T'x$ and write $f=f_0(\omega,T(x))+g$. To first order in $T'$, the deviation $g$ depends on position through $z$ alone. The gradient along $x$ then acts on $f_0$, and the gradient along $z$ acts on $g$:
\begin{equation}
v_xf_TT'+v_z\frac{\partial g}{\partial z}=-\frac{g}{\tau_i}.
\end{equation}
Moving the first term to the right and collecting the factor $1/\tau_i$ gives
\begin{equation}
v_z\frac{\partial g}{\partial z}=-\frac{g-S_i}{\tau_i},\qquad
S_i=-\tau_iv_{xi}f_TT'. \label{bte}
\end{equation}
In an unbounded crystal $g$ is independent of $z$, so $g=S_i$. Thus $S_i$ is the bulk deviation. It is positive for phonons moving down the temperature gradient.

\textbf{Q.} You assumed that $T$ does not vary with $z$. Near an interface it might.

\textbf{A.} It might, so let the local temperature be $T(x)+\delta T(z)$. The collision term becomes $-(g-f_T\delta T)/\tau_i$, and energy conservation in collisions requires
\begin{equation}
\sum\hbar\omega\,(g-f_T\delta T)/\tau_i=0 \label{energy}
\end{equation}
at each $z$, the sum running over modes. If $g$ is odd in $v_x$, the sum over $g$ vanishes and $\delta T=0$ satisfies this condition. We must still check that the interfaces permit an odd solution, so their rules come next.

\textbf{Q.} Which quantity does an interface pass on? The two materials have different speeds and different densities of states.

\textbf{A.} A flat interface conserves $\omega$ and the in-plane wavevector $\mathbf q$. We call a pair $(\omega,\mathbf q)$ a channel. At fixed $\mathbf q$ the normal velocity is $v_z=\partial\omega/\partial k_z$, so for one sign of $v_z$
\begin{equation}
\frac{d^3k}{(2\pi)^3}=\frac{d^2q\,d\omega}{(2\pi)^3|v_z|}.
\end{equation}
The number of phonons striking unit area per unit time is the occupation times $|v_z|$ times this measure. The velocity cancels and leaves $g\,d^2q\,d\omega/(2\pi)^3$, the same expression on both sides. Conservation of phonon number in a channel is therefore a rule for occupations, with no extra factors.

Let a phonon be scattered specularly with probability $p$, the specularity. It is then transmitted with probability $t$ and reflected with probability $r=1-t$. With probability $1-p$ it is scattered diffusely: its energy is kept, and it emerges in any outgoing channel of either material with an occupation that depends on $\omega$ alone.

\textbf{Q.} Is $t$ the same from both sides? If not, equilibrium would be spoiled.

\textbf{A.} It is the same. Take a scalar shear wave with displacement continuous and traction $\rho s^2\partial_zU$ continuous, $\rho$ being the density. With incident amplitude 1, reflected amplitude $R$ and transmitted amplitude $A$, and with $k_{zi}=\omega\cos\theta_i/s_i$,
\begin{equation}
1+R=A,\qquad Y_1(1-R)=Y_2A,\qquad Y_i=\rho_is_i\cos\theta_i .
\end{equation}
Inserting $R=A-1$ into the second equation gives $2Y_1=(Y_1+Y_2)A$. The normal energy flux of a wave is proportional to $Y$ times the squared amplitude, so
\begin{equation}
t=\frac{Y_2}{Y_1}A^2=\frac{4Y_1Y_2}{(Y_1+Y_2)^2}. \label{t}
\end{equation}
This is symmetric under exchange of the materials. Moreover $R=(Y_1-Y_2)/(Y_1+Y_2)$, so $R^2+t=1$. Beyond the critical angle the transmitted wave is evanescent and carries no normal flux, so $t=0$. We use this rule for all three polarizations and neglect conversion between them.

If both sides arrive with occupation $f_0$, the outgoing occupation is $p(r+t)f_0+(1-p)f_0=f_0$. Equilibrium is preserved.

\textbf{Q.} What happens to the deviation in diffuse scattering?

\textbf{A.} At frequency $\omega$ the channels in material $i$ fill a disc of area $\pi(\omega/s_i)^2$ in the $\mathbf q$ plane. Number conservation fixes the diffusely emitted deviation as the average over everything that arrives:
\begin{equation}
g_{\rm d}(\omega)=\frac{\int_1g_{\rm in}\,d^2q+\int_2g_{\rm in}\,d^2q}
{\pi\omega^2(s_1^{-2}+s_2^{-2})}. \label{diffuse}
\end{equation}
For $g$ odd in $q_x$ both integrals vanish, so $g_{\rm d}=0$. Specular scattering keeps $\mathbf q$ and so preserves oddness. The source is odd too, because
\begin{equation}
v_{xi}=s_i\frac{q_x}{|\mathbf k|}=\frac{s_i^2q_x}{\omega}. \label{vx}
\end{equation}
An odd $g$ with $\delta T=0$ is therefore consistent with every equation. The normal heat flux is $\sum\hbar\omega v_zg$, and $v_z$ depends on $|\mathbf q|$ but not on the sign of $q_x$. The flux therefore vanishes at every $z$. It even vanishes separately for the phonons moving up and for those moving down.

\textbf{Q.} Consistent, but is it the only solution?

\textbf{A.} Among solutions with the period of the superlattice, and up to a uniform shift of temperature, yes. (Without periodicity one could add a heat flow driven by a temperature gradient along $z$, which is absent here.) The difference of two solutions obeys the equations with $T'=0$. Multiply that kinetic equation by $\hbar\omega g/f_T$, sum over modes and integrate over one period. By (\ref{energy}) we may subtract $\delta T$ times a vanishing sum, so the right-hand side becomes
\begin{equation}
-\int dz\sum\frac{\hbar\omega\,(g-f_T\delta T)^2}{\tau_if_T}\le0 .
\end{equation}
The left-hand side is the integral of a $z$ derivative. It equals one half of the sum of $\hbar\omega g^2/f_T$ over phonons arriving at interfaces, minus the same sum over phonons leaving them. At fixed $\omega$, each outgoing value is an average of incoming ones, and each incoming value is handed out with total weight one. Averaging cannot raise a sum of squares, so the left-hand side is not negative.

Both sides must then vanish. Hence $g=f_T\delta T$, and the kinetic equation gives $\partial_zg=0$, so $\delta T$ is constant in each layer. Equality in the averaging makes it equal in the two materials, since they are connected by transmission or diffuse scattering. What remains is a uniform change of temperature.

\textbf{Q.} So the normal flux is zero, and the diffuse part contributes nothing. You seem to be proving my point.

\textbf{A.} The vanishing diffuse contribution is where the interface acts. A phonon population arrives with a deviation that carries current along $x$, and the diffusely scattered share leaves with none. Let $a_i$ be the deviation leaving an interface into layer $i$, and $b_i$ the deviation reaching an interface from layer $i$. Then
\begin{equation}
a_1=p(rb_1+tb_2),\qquad a_2=p(rb_2+tb_1). \label{iface}
\end{equation}
Adding the two and using $r+t=1$ gives
\begin{equation}
(b_1+b_2)-(a_1+a_2)=(1-p)(b_1+b_2). \label{loss}
\end{equation}
The right-hand side is the deviation lost in this channel. The channel with opposite $q_x$ loses the opposite amount. No energy disappears, but current along $x$ does.

\textbf{Q.} You use one $a_1$ and one $b_1$, though each layer has two faces.

\textbf{A.} The two faces are equivalent by mirror symmetry about the middle of the layer, provided the channel equations have a unique solution. To see that they do, solve (\ref{bte}) for $v_z>0$. With $\mu_i=|\cos\theta_i|$ we have $v_z\tau_i=\Lambda_i\mu_i$, and
\begin{equation}
g(z)=S_i+(a_i-S_i)e^{-z/(\Lambda_i\mu_i)},\qquad 0\le z\le d_i .
\end{equation}
At the far face
\begin{equation}
b_i=S_i(1-E_i)+E_ia_i,\qquad E_i=e^{-w_i},\quad w_i=\frac{d_i}{\Lambda_i\mu_i}. \label{b}
\end{equation}
Without assuming symmetry there are four outgoing amplitudes per period. For the difference of two solutions the source cancels, and every outgoing difference is $p$ times an average of such differences, each multiplied by $E_1$ or $E_2$. The largest one therefore cannot exceed $p\max(E_1,E_2)$ times itself. Since $E_i<1$, it is zero. The solution is unique, and its mirror image solves the same equations, so it is symmetric.

\textbf{Q.} Then solve them.

\textbf{A.} Measure the shortfall from the bulk value by $D_i=S_i-a_i$. Equation (\ref{b}) becomes $b_i=S_i-E_iD_i$. Insert this in the first of (\ref{iface}):
\begin{equation}
S_1-D_1=pr(S_1-E_1D_1)+pt(S_2-E_2D_2).
\end{equation}
Collect the unknowns on the left and use $S_1-prS_1=(1-p)S_1+ptS_1$. With the corresponding equation for layer 2,
\begin{align}
(1-prE_1)D_1-ptE_2D_2&=h_1, & h_1&=(1-p)S_1+pt(S_1-S_2),\nonumber\\
(1-prE_2)D_2-ptE_1D_1&=h_2, & h_2&=(1-p)S_2+pt(S_2-S_1). \label{pair}
\end{align}
Multiply the first by $1-prE_2$, the second by $ptE_2$, and add; $D_2$ drops out. The same procedure with the layers exchanged removes $D_1$. Hence
\begin{align}
D_1&=\frac{(1-prE_2)h_1+ptE_2h_2}{\Delta},\qquad
D_2=\frac{(1-prE_1)h_2+ptE_1h_1}{\Delta},\nonumber\\
\Delta&=(1-prE_1)(1-prE_2)-p^2t^2E_1E_2. \label{D}
\end{align}
The determinant is positive: $pE_i<1$ implies $1-prE_i>ptE_i$, and the product of these two inequalities gives $\Delta>0$.

\textbf{Q.} Show me one channel with numbers.

\textbf{A.} Take round model parameters, chosen for contrast and not for any named material: $s_1=6000$ and $s_2=4000$ m/s, $\Lambda_1=100$ and $\Lambda_2=50$ nm, $\rho_1=2500$ and $\rho_2=5000$ kg/m$^3$, $d_1=d_2=10$ nm. By (\ref{vx}), the ratio of bulk deviations is the same in every shared channel:
\begin{equation}
\frac{S_2}{S_1}=\frac{\tau_2s_2^2}{\tau_1s_1^2}
=\frac{\Lambda_2s_2}{\Lambda_1s_1}=\frac{50\times4000}{100\times6000}=0.333 .
\end{equation}
Choose $\mu_1=0.5$. Conservation of $q$ gives $\sin\theta_2=(s_2/s_1)\sin\theta_1$, so $\mu_2=\sqrt{1-(4/9)(0.75)}=0.8165$. Then (\ref{t}) gives $t=0.863$. Further, $w_1=10/(100\times0.5)=0.200$ and $w_2=10/(50\times0.8165)=0.245$, so $E_1=0.819$ and $E_2=0.783$.

For $p=0.5$, in units of $S_1$, $h_1=0.788$, $h_2=-0.121$ and $\Delta=0.774$. Equation (\ref{D}) gives
\begin{equation}
D_1=\frac{0.946\times0.788-0.338\times0.121}{0.774}=0.910,
\end{equation}
so $a_1=0.090$. Likewise $a_2=0.121$. The arriving values are $b_1=0.255$ and $b_2=0.167$. The interface removes $0.422-0.211=0.211$, which is the fraction $1-p=0.5$ required by (\ref{loss}).

For $p=1$ no deviation is lost, but the channel is not idle: $b_1-a_1=0.072$ leaves layer 1 and $a_2-b_2=0.072$ enters layer 2. The channel with opposite $q_x$ carries the opposite flux. The zero net heat flow is the cancellation of such exchanges.

Although no net heat crosses the interfaces, diffuse scattering there removes the deviation that carries heat along the layers, and we have solved for that deviation in a single channel. It remains to sum the channels into a conductivity and find how it depends on the specularity and the layer thickness.

Numbers in the example were calculated in double precision.
